\section*{Plasmons of a two-dimensional electron gas and their ALDA correction}

\section{The problem}

Electrons of mean number density $n$ per area move freely in an infinitely thin sheet in vacuum. A uniform positive background makes the sheet neutral. The gas is unpolarised and at zero temperature, and the Coulomb interaction is taken as instantaneous. Hartree atomic units are used.

A plasmon is a density wave $\delta n\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ that persists without an external drive. Treat it by time-dependent density functional theory in the adiabatic local density approximation (ALDA), in which the exchange-correlation potential at each point and instant is that of a uniform gas with the density found there.

\begin{enumerate}
\item[(a)] How does $\omega$ depend on $q$ and $n$ at long wavelengths?
\item[(b)] At which order in $q$ does exchange-correlation first change $\omega^2$, and what else contributes at that order?
\item[(c)] Evaluate the terms for $r_s=1/\sqrt{\pi n}=2$ and $q=0.01$, keeping exchange alone in the ALDA.
\end{enumerate}

\section{A first estimate by scaling}

Displace the electrons along $\mathbf q$ by an amount $\xi$ that varies over a distance $1/q$. The density changes by $\delta n\sim nq\xi$, so a region of size $1/q$ carries an excess charge $\delta n/q^2$. At a distance $1/q$ this charge exerts a force $(\delta n/q^2)\,q^2=\delta n\sim nq\,\xi$. The electron mass is one, so a restoring force $\omega^2\xi$ means
\begin{equation}
\omega^2\sim nq .
\end{equation}

The exchange-correlation potential responds only to the local density. It changes by $f_{xc}\,\delta n$, where $f_{xc}$ depends on $n$ but not on $q$. The force is its gradient, of size $q f_{xc}\,\delta n\sim n f_{xc}q^2\xi$, which suggests a term of order $n f_{xc}q^2$ in $\omega^2$.

The electrons also move, with speeds up to the Fermi wave number $k_F$, and cross the distance $1/q$ at a rate $qk_F$. Since opposite velocities are equally frequent, the effect on $\omega^2$ should be even in the velocity, hence of order $k_F^2q^2$. Both corrections thus seem to enter at order $q^2$. Scaling gives neither their prefactors nor the outcome of their competition.

\section{Solution}

\subsection{The interaction within the sheet}

Let $\phi$ be the potential energy of one electron due to a number density $e^{iqx}\delta(z)$ of other electrons. It obeys $\nabla^2\phi=-4\pi e^{iqx}\delta(z)$. Away from the sheet, $\phi=Ce^{iqx}e^{-q|z|}$ solves this equation and decays. Integrating across $z=0$ fixes the jump of the slope:
\begin{equation}
-qC-qC=-4\pi
\quad\Rightarrow\quad
v(q)=C=\frac{2\pi}{q}.
\end{equation}

\subsection{The plasmon condition}

Let $e_{xc}(n)$ be the exchange-correlation energy per area of the uniform gas. The ALDA potential is $de_{xc}/dn$ at the local density, so to first order
\begin{equation}
\delta v_{xc}=f_{xc}\,\delta n,\qquad f_{xc}=\frac{d^2e_{xc}}{dn^2}.
\end{equation}
We assume that this derivative is finite at the chosen density. The Kohn--Sham electrons respond as independent particles, with response function $\chi_0$, to the total potential:
\begin{equation}
\delta n=\chi_0\left[\delta v_{\rm ext}+(v+f_{xc})\,\delta n\right].
\end{equation}
For a plasmon $\delta v_{\rm ext}=0$ while $\delta n\neq0$. Dividing by $\delta n$ gives
\begin{equation}
1=\left[\frac{2\pi}{q}+f_{xc}\right]\chi_0(q,\omega).
\label{condition}
\end{equation}

\subsection{Response of independent electrons}

Plane waves have energies $\varepsilon_{\mathbf k}=k^2/2$ and occupations $f_{\mathbf k}=1$ for $k<k_F$, zero otherwise. Let a weak potential $V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ act. The density matrix $\rho$ obeys $i\,\partial_t\rho=[h,\rho]$, where $h$ is the one-electron Hamiltonian. To first order in $V$, its element between $\mathbf k+\mathbf q$ and $\mathbf k$ satisfies
\begin{equation}
\omega\rho_{\mathbf k+\mathbf q,\mathbf k}
=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\,\rho_{\mathbf k+\mathbf q,\mathbf k}
+V(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\end{equation}
Solving for $\rho_{\mathbf k+\mathbf q,\mathbf k}$, summing over $\mathbf k$ and two spins, and dividing by $V$ and the area gives
\begin{equation}
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .
\end{equation}

In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$. Occupations and energies do not change when a wave vector is reversed, so $f_{\mathbf k+\mathbf q}$ becomes $f_{\mathbf k}$ and the two energies exchange places. With
\begin{equation}
\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+\frac{q^2}{2},
\end{equation}
the response becomes
\begin{equation}
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=n\left\langle\frac{2\Delta}{\omega^2-\Delta^2}\right\rangle .
\label{disc}
\end{equation}
The brackets denote an average over the occupied disc, whose integral with the factor $2/(2\pi)^2$ is $n$. This also gives $n=2\pi k_F^2/(2\pi)^2$, or $k_F^2=2\pi n$.

No denominator in (\ref{disc}) vanishes if $\omega$ exceeds $qk_F+q^2/2$, the largest energy with which the wave can lift one electron out of the disc. The scaling estimate $\omega\sim\sqrt q$ satisfies this at small $q$, and the result below confirms it.

\subsection{Expansion at long wavelengths}

Since $|\Delta|\ll\omega$, expand (\ref{disc}) in $\Delta/\omega$:
\begin{equation}
\chi_0=n\left[\frac{2\langle\Delta\rangle}{\omega^2}
+\frac{2\langle\Delta^3\rangle}{\omega^4}+\dots\right].
\end{equation}
Odd powers of $\mathbf k\cdot\mathbf q$ average to zero, so $\langle\Delta\rangle=q^2/2$. For the cubic term we need $\langle k^2\rangle=\int_0^{k_F}k^3dk\big/\int_0^{k_F}k\,dk=k_F^2/2$ and the angular average $\langle\cos^2\theta\rangle=1/2$. Together they give $\langle(\mathbf k\cdot\mathbf q)^2\rangle=k_F^2q^2/4$, and
\begin{equation}
\langle\Delta^3\rangle
=3\,\frac{q^2}{2}\,\langle(\mathbf k\cdot\mathbf q)^2\rangle+\frac{q^6}{8}
=\frac38k_F^2q^4+\frac{q^6}{8}.
\end{equation}
Therefore
\begin{equation}
\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac34\frac{k_F^2q^2}{\omega^2}+\dots\right].
\label{expansion}
\end{equation}
With $\omega^2\sim q$, the second term in the bracket is of order $q$. The $q^6/8$ in $\langle\Delta^3\rangle$ adds a term of order $q^3$. In $\langle\Delta^5\rangle$ at least one factor must be $q^2/2$, which leaves at most four factors $\mathbf k\cdot\mathbf q$; the resulting term in the bracket is of order $k_F^4q^4/\omega^4\sim q^2$. Higher powers are smaller still.

\subsection{The leading law and its correction}

Insert (\ref{expansion}) into (\ref{condition}) and multiply by $\omega^2$:
\begin{equation}
\omega^2=\left(2\pi nq+nf_{xc}q^2\right)
\left[1+\frac34\frac{k_F^2q^2}{\omega^2}+O(q^2)\right].
\label{implicit}
\end{equation}
The lowest order in $q$ answers question (a):
\begin{equation}
\omega=\sqrt{2\pi nq}.
\label{leading}
\end{equation}
The frequency vanishes at long wavelengths because the force from a density change of given amplitude, $q\,v(q)\,\delta n=2\pi\,\delta n$, stays finite, while the density change $nq\xi$ produced by a given displacement tends to zero.

For the next order, use $\omega^2=2\pi nq\,[1+O(q)]$ inside the bracket of (\ref{implicit}). Its second term, multiplied by $2\pi nq$, becomes $\frac34k_F^2q^2$ up to order $q^3$. Multiplied by $nf_{xc}q^2$, it is already of order $q^3$. Hence
\begin{equation}
\omega^2=2\pi nq+\left[\frac34k_F^2+nf_{xc}\right]q^2+O(q^3).
\label{result}
\end{equation}

This answers question (b). The kernel enters at order $q^2$, where it joins a term from the spread of electron velocities. The latter is present even for $f_{xc}=0$, the random phase approximation (RPA). The kernel is delayed by one order because it is a constant added to $2\pi/q$; relative to the Coulomb interaction it has weight $f_{xc}q/(2\pi)$. As $\omega$ is the root of $\omega^2$, its own relative shift is half of this, $f_{xc}q/(4\pi)$ to leading order. A kernel that grew like $1/q$ would change the prefactor of the leading law itself.

The coefficient of $q^2$ in (\ref{result}) belongs to the ALDA. The ALDA kernel is the static limit $\omega\ll qk_F$, whereas the plasmon lies at $\omega\gg qk_F$. The kernel it feels therefore need not equal $f_{xc}$, even though $\omega\to0$ as $q\to0$. We quote without derivation the size of the effect for exchange alone: in time-dependent Hartree--Fock theory at $q\ll k_F$, the kernel at $\omega\gg qk_F$ is $5/6$ of the static value found below.

\subsection{The exchange kernel}

Exchange acts between electrons of equal spin. With a factor $\frac12$ for double counting and $2$ for the spins, its energy per area is
\begin{equation}
e_x=-\int\!\!\int\frac{d^2k\,d^2k'}{(2\pi)^4}\,
f_{\mathbf k}f_{\mathbf k'}\frac{2\pi}{|\mathbf k-\mathbf k'|}
=-\frac1{4\pi^2}\int_0^{2k_F}S(p)\,dp .
\end{equation}
Here $p=|\mathbf k-\mathbf k'|$, and $S(p)$ is the overlap area of two discs of radius $k_F$ with centres $p$ apart. The factor $1/p$ has cancelled against $d^2p=2\pi p\,dp$. The overlap consists of two circular segments. With $p=2k_F\cos\theta$ its area is $S=2k_F^2(\theta-\sin\theta\cos\theta)$, and $dp=-2k_F\sin\theta\,d\theta$, so
\begin{equation}
\int_0^{2k_F}\!S\,dp
=4k_F^3\int_0^{\pi/2}\!\left(\theta\sin\theta-\sin^2\theta\cos\theta\right)d\theta
=4k_F^3\left(1-\frac13\right)=\frac83k_F^3 .
\end{equation}
Thus $e_x=-2k_F^3/(3\pi^2)$. From $k_F^2=2\pi n$ follows $dk_F/dn=\pi/k_F$, and two differentiations give
\begin{equation}
\frac{de_x}{dn}=-\frac{2k_F}{\pi},\qquad
f_x=\frac{d^2e_x}{dn^2}=-\frac{2}{k_F},\qquad
nf_x=-\frac{k_F}{\pi}.
\end{equation}
Exchange lowers the plasmon frequency, while the velocity spread raises it. In the exchange-only ALDA the spread wins if $\frac34k_F^2>k_F/\pi$, that is, if $k_F>4/(3\pi)$. Correlation would add another constant to $f_x$, without changing the order in $q$.

\subsection{Numbers for $r_s=2$}

Here $n=1/(4\pi)=0.0796$, so $2\pi n=0.5$ and $k_F=\sqrt{0.5}=0.707$. The two coefficients of $q^2$ are $\frac34\times0.5=0.375$ and $nf_x=0.0796\times(-2.828)=-0.225$. At $q=0.01$,
\begin{align}
\omega^2&=0.5\times10^{-2}+(0.375-0.225)\times10^{-4}\nonumber\\
&=5.000\times10^{-3}+0.015\times10^{-3}=5.015\times10^{-3}.
\end{align}
Thus $\omega=0.0708$ hartree, or $1.927$ eV. The leading law alone gives $1.924$ eV and the RPA $1.931$ eV. ALDA exchange therefore cancels $0.225/0.375=60\%$ of the velocity term. With the exchange kernel for $\omega\gg qk_F$, $5/6$ of $f_x$, the share would be $50\%$ and the net coefficient of $q^2$ would be $0.187$ instead of $0.150$.

The expansion in $\Delta/\omega$ holds at this point. The largest single-electron excitation energy is $0.0071$ hartree, a tenth of $\omega$. Neglecting retardation requires $q\gg\omega/c$, and $\omega/c=5.2\times10^{-4}$. This is enough for the leading law, but not for the $q^2$ terms. With retardation the field away from the sheet obeys the wave equation and decays with $\sqrt{q^2-\omega^2/c^2}$ in place of $q$, which changes $\omega^2$ by a relative amount of order $(\omega/cq)^2=0.052^2\approx0.003$. The net $q^2$ correction, $0.015/5.000=0.003$, is of the same order, so these terms and the last digit of the energies above hold only within the instantaneous model. At much smaller $q$ the condition $q\gg\omega/c$ fails altogether, since $\omega/(cq)$ grows like $1/\sqrt q$; the limit $q\to0$ is a limit within the instantaneous model.

\section{Comparison of estimate and solution}

The scaling estimate found the right powers: $nq$ for the Coulomb force, and $nf_{xc}q^2$ and $k_F^2q^2$ for the corrections. The solution supplies the factors $2\pi$, $1$ and $\frac34$. It also settles the competition, which scaling left open: at $r_s=2$ the net correction is positive in the exchange-only ALDA.

The numerical check solves (\ref{condition}) with the full integral (\ref{disc}), without expanding in $\Delta/\omega$. It gives these frequencies in hartree:

\begin{center}
\begin{tabular}{cccc}
$q$ & $\sqrt{2\pi nq}$ & RPA & ALDA (exchange)\\
0.040 & 0.14142 & 0.14354 & 0.14228\\
0.020 & 0.10000 & 0.10075 & 0.10030\\
0.010 & 0.07071 & 0.07098 & 0.07082\\
0.005 & 0.05000 & 0.05009 & 0.05004
\end{tabular}
\end{center}

The difference between the ALDA and RPA values of $\omega^2$ follows the power $2.000$ of $q$, and its coefficient tends to $-0.225$, as derived. The origin of the RPA term can be tested too. If all electrons have the same spin at unchanged $n$, they fill a disc of twice the area, so $k_F^2$ doubles. The computed RPA coefficient then rises from $0.375$ to $0.750$, as a term proportional to $k_F^2$ must. The doubling alone does not single out the mechanism. A local kinetic pressure, from the energy per area $t=\pi n^2/2$ of the unpolarised gas, would give $n\,d^2t/dn^2=k_F^2/2=0.25$ and would double as well. The factor $\frac34$ distinguishes the two.

At $q=0.01$ the kernel lowers $\omega$ by $0.224\%$ of its RPA value, against $0.225\%$ from $f_xq/(4\pi)$.

\section*{Computed values}
\begin{verbatim}
MODEL GAS (atomic units unless stated)
r_s = 2.0 bohr
density n = 0.079577 bohr^-2
Fermi wave number kF = 0.707107 bohr^-1
2 pi n = 0.500000
RESPONSE AND KERNEL
chi0, lattice sum of definition = 0.019311
chi0, disc quadrature           = 0.019310
  both at q = 0.14134 bohr^-1, omega = 0.3 hartree
exchange energy per area = -0.023882 hartree/bohr^2
f_x from exchange hole = -2.82845 hartree bohr^2
f_x = -2/kF            = -2.82843 hartree bohr^2
FREQUENCIES in hartree: q (bohr^-1), leading law, RPA, ALDA
0.040  0.141421  0.143536  0.142276
0.020  0.100000  0.100749  0.100301
0.010  0.070711  0.070976  0.070817
0.005  0.050000  0.050094  0.050038
LIMITS q -> 0: from full response | from formula
omega^2/q: 0.50000 | 0.50000
q^2 coefficient, RPA: 0.37499 | 0.37500
q^2 coefficient, kernel: -0.22508 | -0.22508
q^2 coefficient, ALDA: 0.14991 | 0.14992
q^2 coefficient, RPA, spin-polarised: 0.74999 | 0.75000
power of q in omega^2(ALDA) - omega^2(RPA): 2.0000
power of q in omega(ALDA): 0.5011
EXAMPLE at q = 0.010 bohr^-1 = 0.1890 nm^-1
leading term of omega^2 = 5.0000e-03 hartree^2
velocity-spread term    = 3.7500e-05 hartree^2
exchange-kernel term    = -2.2508e-05 hartree^2
omega^2, sum of terms   = 5.014992e-03 hartree^2
omega^2, full response  = 5.015026e-03 hartree^2
leading-law energy = 1.9241 eV
RPA energy         = 1.9313 eV
ALDA energy        = 1.9270 eV
kernel shift of omega, full response = -0.2237 %
kernel shift of omega, f q/(4 pi)    = -0.2251 %
upper edge of pair continuum = 0.007121 hartree
omega/c = 5.168e-04 bohr^-1
\end{verbatim}
